# Donor binding in a silicon nanowire: vacuum against a metal gate

A donor on the axis of a silicon wire 5 nm in diameter has, in the model below, an ionization energy of 334 meV when the wire stands in vacuum. With 2 nm of oxide and a metal gate around the same wire, the energy is 74 meV. If the surroundings had the permittivity of silicon, it would be 71 meV. The wire, the donor and the electron's mass are the same in all three cases, so the differences must come from the charge induced on the wire's surface and on the metal.

## 1. What is being compared

The wire is a long cylinder of radius \(R=2.5\) nm and relative permittivity \(\varepsilon_w=11.7\), in a medium of permittivity \(\varepsilon_o\). The gate, if present, is a coaxial metal at radius \(G=R+t\). The donor is a fixed charge \(+e\) on the axis. The permittivities are static and local, and the wall is impenetrable.

The ionization energy \(E_I\) is the energy needed to move the electron from the donor to the lowest subband edge far away in the same wire, under the same surroundings. The electron does not go into the gate. A gate voltage that is uniform along the wire shifts the bound level and the edge equally, so the metal may be taken as grounded.

In a linear medium the energy of charges \(q_i\) is \(\frac12\sum_{ij}q_iq_j\mathcal G(\mathbf r_i,\mathbf r_j)\), where \(\mathcal G\) contains the induced charge. For donor and electron there are three terms:

- The donor's energy in its own induced field is the same before and after ionization, and drops out.
- The electron's energy in its own induced field, \(\Sigma(\rho)\), carries the factor \(\frac12\) and does not depend on \(z\).
- The cross term occurs twice in the sum, so it has no factor \(\frac12\). It is the attraction \(-C\Phi/\varepsilon_w\), with \(C=e^2/4\pi\varepsilon_0=1.44\) eV nm. In uniform silicon \(\Phi=1/r\).

## 2. Contribution of confinement

For a thin wire I keep one subband, with radial density \(n(\rho)\propto J_0^2(j_{01}\rho/R)\), where \(j_{01}\) is the first zero of \(J_0\). The motion along the wire then obeys

\[
-\frac{\hbar^2}{2m_z}\chi''+V(z)\chi=-E_I\chi,\qquad
V(z)=-\frac{C}{\varepsilon_w}\int_0^R n(\rho)\,\Phi(\rho,z)\,2\pi\rho\,d\rho .
\]

The wire lies along [100], and the four valleys with the lowest edge have \(m_z=0.19\,m_e\).

With \(\Phi=1/r\) this gives 71 meV, against 30 meV for a variational effective-mass donor in bulk silicon. The wall holds the electron near the donor in two directions. This increase of about 41 meV needs no dielectric mismatch, and it is the baseline for what follows. It is somewhat underestimated, because the radial profile is frozen: with several subbands the uniform wire gives about 74.5 meV, an increase of about 45 meV.

## 3. The electron's own image

In vacuum the electron is repelled by the charge it induces itself. Averaged over the subband, \(\Sigma\) raises the edge by 145 meV. The bound electron has the same radial density in this approximation, so its level rises equally:

\[
E_I=(E_{\rm edge}+\langle\Sigma\rangle)-(E_{\rm bound}+\langle\Sigma\rangle)=E_{\rm edge}-E_{\rm bound}.
\]

The shift cancels to first order. What survives is a change of the radial profile. With six subbands and \(\Sigma\) included, \(E_I\) becomes 339 meV instead of 334 meV in vacuum, and 79 instead of 74 meV under the gated oxide. Most of this small rise comes from the donor's attraction, which draws the electron towards the axis even without \(\Sigma\). The electron's own image is therefore not the cause of the large rise.

## 4. The donor's surface charge in vacuum

Let \(U\) be the donor's potential in the real surroundings and \(U_b\) its potential in uniform silicon. Both have the same free charge \(\varrho\):

\[
\nabla\!\cdot(\varepsilon\nabla U)=-\varrho/\varepsilon_0,\qquad \varepsilon_w\nabla^2U_b=-\varrho/\varepsilon_0 .
\]

For \(u=U-U_b\), subtraction gives \(\nabla\!\cdot(\varepsilon\nabla u)=-\nabla\!\cdot[(\varepsilon-\varepsilon_w)\nabla U_b]\). The bracket vanishes inside the wire. Outside it is \(-(\varepsilon_w-\varepsilon_o)\nabla U_b\), which has no divergence there. Only its jump at the surface contributes:

\[
\nabla\!\cdot(\varepsilon\nabla u)=(\varepsilon_w-\varepsilon_o)\,\mathbf n\!\cdot\!\nabla U_b\,\delta_S
=-(\varepsilon_w-\varepsilon_o)\,\mathbf n\!\cdot\!\mathbf E_b\,\delta_S ,
\]

where \(\mathbf n\) is the outward normal and \(\delta_S\) is a delta function on the surface. The bulk field \(\mathbf E_b\) of a positive charge inside a cylinder points outward through every part of the surface. For \(\varepsilon_o<\varepsilon_w\) the source of \(u\) is therefore positive. A function with a positive source that vanishes at infinity has no negative minimum, so \(u>0\) everywhere. The electron is attracted more strongly at every point.

The total polarization charge on the surface follows from Gauss's law. The whole displacement flux \(e\) leaves through the side of the wire, since the field along the wire dies out at large distance. The normal field jumps from \(D/\varepsilon_0\varepsilon_w\) to \(D/\varepsilon_0\varepsilon_o\), which gives

\[
Q_S=e\left(\frac1{\varepsilon_o}-\frac1{\varepsilon_w}\right)=0.915\,e\quad\text{in vacuum.}
\]

Silicon screens the donor down to \(e/11.7\), but the charge removed by this screening reappears on the surface, a few nanometres away. In a thick crystal that surface is remote. Here it surrounds the electron, although part of it lies farther along the wire.

The rise can be bounded. Let \(W>0\) be the extra attraction averaged over \(n\), so that \(H_{\rm vac}=H_{\rm uni}-W\). Using the uniform-medium state as a trial state for vacuum gives \(E_I^{\rm vac}\ge E_I^{\rm uni}+\langle W\rangle_{\rm uni}\). The reverse choice gives \(E_I^{\rm uni}\ge E_I^{\rm vac}-\langle W\rangle_{\rm vac}\). Hence

\[
\langle W\rangle_{\rm uni}\le E_I^{\rm vac}-E_I^{\rm uni}\le\langle W\rangle_{\rm vac}.
\]

The two bounds are 261 and 263 meV, and the computed rise is 262.5 meV. Nearly all of it is the electrostatic energy of the electron in the field of the donor's surface charge. The contraction of the state, from 1.75 to 1.46 nm rms along the wire, adds little.

## 5. The opposite charge on the metal

Now compare the same \(\varepsilon_o\) with and without metal. Inside \(G\), the difference \(w=U_{\rm open}-U_{\rm gate}\) obeys \(\nabla\!\cdot(\varepsilon\nabla w)=0\), because the donor is common to both. On the metal \(U_{\rm gate}=0\), so \(w=U_{\rm open}>0\). A source-free solution has its minimum on the boundary or at infinity, hence \(w>0\) throughout. The metal weakens the attraction at every point, and in the one-subband equation this lowers \(E_I\).

The argument of Section 4 for \(Q_S\) still holds, so the gate does not remove the polarization charge from the wire. It adds a free charge \(-e\) on the metal. With a vacuum gap the sum is \(e/11.7+0.915e-e=0\): seen from far along the wire, the donor is neutralized.

## 6. How far the attraction reaches

To obtain magnitudes, resolve the potential into waves along \(z\), starting from \(1/r=(2/\pi)\int_0^\infty K_0(k\rho)\cos kz\,dk\). For each \(k\) the amplitude is

\[
\rho<R:\; K_0(k\rho)+A\,I_0(k\rho);\qquad
\rho>R:\; B\,[K_0(k\rho)-q\,I_0(k\rho)],\quad q=\frac{K_0(kG)}{I_0(kG)} .
\]

The choice of \(q\) makes the potential vanish on the metal; without metal \(q=0\). Let \(x=kR\), and let \(I_0,K_0,I_1,K_1\) without argument be taken at \(x\). Define

\[
a=\frac{xI_1}{I_0},\quad b=\frac{xK_1}{K_0},\quad h=\frac{qI_0}{K_0},\quad c=\frac{b+ah}{1-h}.
\]

Since \(I_0'=I_1\) and \(K_0'=-K_1\), the outer solution has \(\rho\,\partial_\rho=-c\) times its value at \(R\). Continuity of the potential and of \(\varepsilon\,\partial_\rho\) of it gives

\[
\varepsilon_w(-bK_0+aAI_0)=-\varepsilon_oc\,(K_0+AI_0)
\;\Rightarrow\;
A=\frac{K_0}{I_0}\,\frac{\varepsilon_wb-\varepsilon_oc}{\varepsilon_wa+\varepsilon_oc}.
\]

The metal makes \(h>0\), which raises \(c\) and lowers \(A\) for every \(k\). The amplitude at the surface is

\[
S=K_0+AI_0=\frac{\varepsilon_wK_0(a+b)}{\varepsilon_wa+\varepsilon_oc}
=\frac{\varepsilon_w}{I_0(\varepsilon_wa+\varepsilon_oc)},
\]

where the last step uses \(I_1K_0+I_0K_1=1/x\). For long waves \(a\simeq x^2/2\) and \(I_0\simeq1\).

**With metal.** As \(k\to0\), \(b\to1/K_0\) and \(1-h\to\ln(G/R)/K_0\), so \(c\to1/\ln(G/R)\). Then

\[
S\simeq\frac{2/R^2}{k^2+1/\lambda_0^2},\qquad
\lambda_0^2=\frac{\varepsilon_wR^2}{2\varepsilon_o}\ln\frac GR .
\]

Its transform is \((2\lambda_0/R^2)e^{-|z|/\lambda_0}\), an exponential decay. The wire acts as a line that carries flux along its core and leaks it to the metal.

A parabolic profile across the core gives a simple estimate of the correction. Far from the donor take \(U=U_c(z)+\beta(z)\rho^2\), with surface value \(U_s=U_c+\beta R^2\). The surface condition is \(2\varepsilon_w\beta R=-\varepsilon_oU_s/[R\ln(G/R)]\), that is, \(\beta=-U_s/4\lambda_0^2\), so \(U_c=U_s(1+R^2/4\lambda_0^2)\). Laplace's equation on the axis gives \(U_c''=-4\beta=U_s/\lambda_0^2=U_c/\lambda^2\) with

\[
\lambda^2=\lambda_0^2+R^2/4 .
\]

For 2 nm of oxide (\(\varepsilon_o=3.9\)), \(\ln1.8=0.588\) and \(\lambda_0^2=11.7\times6.25\times0.588/7.8=5.5\) nm². Hence \(\lambda=\sqrt{5.5+1.6}=2.66\) nm; the full radial solution gives 2.69 nm. The agreement is partly fortuitous. The parabola omits a term in \(\rho^4\) that matters at the same order, and for weak leakage the core alone would add only \(R^2/8\). The variation along \(z\) of the potential in the oxide, also neglected, adds a similar amount here.

**Without metal.** Here \(c=b\simeq1/K_0(x)\), which tends to zero as \(k\to0\). For the longest waves \(S\to(\varepsilon_w/\varepsilon_o)K_0\), and the attraction becomes \(C/(\varepsilon_o|z|)\): at large distance silicon no longer screens. In these long-wave forms, used here as an estimate, the two terms of the denominator are equal at \(k=1/\ell\), with \(\ell^2=\varepsilon_wR^2K_0(R/\ell)/2\varepsilon_o\), which gives \(\ell=6.5\) nm in vacuum. Gated and open wires thus follow the same balance between guiding and leakage, but the gate stops the outer field at \(G\).

An effective permittivity \(\varepsilon_{\rm eff}=C/(z|V_{\rm axis}|)\), where \(V_{\rm axis}\) is the electron's energy on the axis in the donor's field, shows the result. In vacuum it is 2.27, 1.21 and 0.88 at \(z=2\), 5 and 10 nm. Under the gated oxide it is 11.4, 16 and 52. The value below 1 means that the attraction at 10 nm exceeds that of a bare charge in vacuum.

## 7. Weighing the contributions

At \(z=2\) nm, a distance comparable with the size of the state, the attraction on the axis is

\[
\text{uniform: }\frac{1.44}{11.7\times2}=0.062,\quad
\text{vacuum: }\frac{1.44}{2.27\times2}=0.317,\quad
\text{oxide+metal: }\frac{1.44}{11.43\times2}=0.063\ \text{eV}.
\]

In vacuum the difference from the uniform medium, 0.256 eV, is close to the rise of \(E_I\), 0.262 eV. Under the gated oxide the difference at this point, 0.001 eV, and the change of \(E_I\), 0.003 eV, are both small, but a single point does not give the change accurately.

Going from vacuum to gated oxide changes two things, and the share credited to the metal depends on the order:

- Replacing vacuum by thick oxide lowers \(E_I\) from 334 to 136 meV. Adding the metal then removes 62 meV.
- Placing the metal across a 2 nm vacuum gap first removes 181 meV, leaving 152 meV. Filling the gap with oxide removes the other 78 meV.

The radius separates the mechanisms further. The induced part of \(\Phi\) has the form \(F(\rho/R,z/R)/R\), since \(R\) is the one length in the open problem. If the electron stays where \(F\) varies slowly, the rise should go nearly as \(1/R\). The computed rises from uniform medium to vacuum are 431, 262.5 and 166 meV at \(R=1.5\), 2.5 and 4 nm. Multiplied by \(R\), they give 647, 656 and 662 meV nm.

With the oxide held at 2 nm, the gated energies at these radii are 127, 74 and 46 meV, against 103, 71 and 50 meV in the uniform medium. The near equality at 2.5 nm is thus a coincidence of dimensions. In the thickest wire the gate more than cancels the dielectric rise. Thinner oxide acts the same way: at \(R=2.5\) nm, \(E_I\) is 59, 74, 97 and 122 meV for 1, 2, 5 and 20 nm of oxide. The metal can also offset part of the increase of \(E_I\) that confinement causes, but it does not remove confinement.

## 8. What the model leaves out

Each change below is made alone; pairs are vacuum / gated oxide.

- A donor at \(0.8R\), with the radial density kept, gives 302 / 42 meV. For the gated wire this is the largest relative change of \(E_I\) in this list.
- In an oxide wall (rough barrier 3 eV, mass \(m_b=0.5\,m_e\)) the wave function decays with \(\kappa\approx6.3\) nm⁻¹. Continuity of \(\psi'/m\) then moves its extrapolated node outward by \(m_b/(m_\perp\kappa)\approx0.25\) nm, where \(m_\perp\approx0.31\,m_e\) is the mean cross-section mass. Enlarging the whole wire by this amount in both cases gives 305 / 67 meV. This is only a rough estimate, because the dielectric boundary moves too.
- The anisotropic mass in the cross-section gives 336 / 77 meV. The donor level of the valleys with the heavy mass along the wire lies 43 / 47 meV higher, so the valleys chosen hold the ground state at this level of approximation.
- The short-range potential of a real donor adds to the binding. For antimony, take the excess of a rough bulk ionization energy of 43 meV over the variational 30 meV, and scale it by the electron density at the donor and by the number of valleys, four instead of six. With the one-subband density this adds roughly 14 / 13 meV. That density lacks the cusp at the donor which the bulk state has, so the addition is underestimated, perhaps by a factor of two. It is similar in both surroundings and hardly alters the difference between them.
- If the oxide's ions could not follow the charge, its permittivity would be about 2.1, and the gated value would be 102 meV.

## 9. Beside real transistors

A silicon channel about 5 nm thick with a gate on all sides is the regime of scaled gate-all-around transistors. For a channel shaped as a wide sheet, the cylinder gives the mechanism but not the number. The gated value applies to a donor under the gate, as in a junctionless transistor, whose channel is doped. In the more usual design the channel is nearly undoped and the donors sit in the source and drain, beside the gate, where the surroundings are different. The oxide thickness matters too: 1 nm instead of 2 nm lowers the model's value by 15 meV. The assumption most clearly broken in heavily doped regions is that of an isolated donor. At \(10^{19}\) cm⁻³ the mean spacing along this wire is 5.1 nm. One ionized neighbour at 5 nm then contributes \(1.44/(16.09\times5)=0.018\) eV of attraction on the axis under the gated oxide, and \(1.44/(1.21\times5)=0.24\) eV in vacuum. The single-donor value in vacuum therefore fails at this doping. The gated value is not reliable either, since the attraction of two such neighbours is already half of it. At \(10^{18}\) cm⁻³ the spacing is 51 nm. The gate then screens the neighbours, but in vacuum each ionized one still contributes about \(1.44/51\approx0.03\) eV.

At 300 K the thermal energy is 26 meV, so \(E_I\) is 12.9 thermal energies in vacuum and 2.9 under the gated oxide. For isolated donors at equal carrier density, ionization is far easier in the gated wire. An axial field of 0.1 MV/cm changes the electron's energy by about 15 meV over the rms size of the state, which is about 4% of the binding in vacuum and a fifth under the gate. These ratios describe the field near the donor, not the ease of escape. For an attraction \(C/|z|\), a rough form of the one in vacuum, the same field lowers the barrier along the wire by \(2\sqrt{1.44\times0.01}=0.24\) eV, a large part of \(E_I\); the model's own one-subband potential gives about 0.26 eV of the 0.33 eV. Under the gated oxide a uniform field of this size lowers the barrier by about 65 of the 74 meV, at \(z\approx4\) nm, so it nearly frees the electron.

## Values computed for the example and the checks

```
Wire radius, oxide or gap thickness: 2.5 / 2.0 nm
Permittivity of wire, oxide: 11.7 / 3.9
Silicon masses, transverse / longitudinal: 0.190 / 0.916 m_e
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
Bulk donor, effective-mass variational: 29.6 meV
Ionization energy in the wire, one subband:
  uniform medium: 71.1 meV
  vacuum: 333.6 meV
  vacuum gap + metal: 152.1 meV
  thick oxide: 136.1 meV
  oxide + metal: 74.4 meV
Rise from uniform medium to vacuum: 262.5 meV
  lower / upper bound from extra attraction: 261.1 / 263.4 meV
Lowering by metal across vacuum gap: 181.5 meV
Lowering by metal across oxide: 61.6 meV
Flux-guiding length in vacuum: 6.47 nm
Gated decay length, exact / simple formula: 2.69 / 2.66 nm
Effective permittivity on axis at z = 2 / 5 / 10 nm:
  vacuum: 2.27 / 1.21 / 0.88
  oxide + metal: 11.43 / 16.09 / 51.96
Rms axial size, uniform / vacuum / oxide+metal: 1.75 / 1.46 / 1.65 nm
Radius scan, uniform / vacuum / 2 nm oxide + metal:
  R = 1.5 nm: 102.5 / 533.7 / 126.8 meV
  R = 2.5 nm: 71.1 / 333.6 / 74.4 meV
  R = 4.0 nm: 50.0 / 215.6 / 45.7 meV
Metal behind 1 / 2 / 5 / 20 nm oxide: 59.2 / 74.4 / 96.9 / 122.1 meV
Neglected effects, vacuum / oxide + metal:
  E_I with six subbands and self-image: 338.5 / 78.5 meV
  mean self-image shift of the edge: 145.1 / 7.4 meV
  E_I with anisotropic cross-section mass: 335.7 / 76.5 meV
  donor level of heavy-axis valleys above light: 42.8 / 46.8 meV
  E_I with donor at 0.8 R: 302.0 / 41.5 meV
  Sb bulk ionization energy (rough input): 43 meV
  Sb central-cell addition (rough): 14 / 13 meV
  wall height (eV), mass (m_e), rough inputs: 3.0 / 0.5
  wall penetration (oxide wall): 0.25 nm
  E_I with radius enlarged by it: 305.1 / 67.3 meV
  oxide + metal, oxide permittivity 2.1 (slow ions): 101.7 meV
  energy drop over rms size at 0.1 MV/cm: 14.6 / 16.5 meV
  thermal energy at 300 K: 25.9 meV
  E_I / thermal energy: 12.9 / 2.9
  mean donor spacing at 1e18 / 1e19 cm^-3: 50.9 / 5.1 nm
```
